Why random doping has an optimum when only isolated dopants work

**1. What goes wrong without the result**

A film of a doped oxide has 3.0×10²² cations per cm³, and each dopant is meant to supply one electron. At a dopant fraction of 12 percent, simple counting promises 0.12 × 3.0×10²² = 3.6×10²¹ electrons per cm³. Suppose, however, that a dopant works only if no neighbouring cation site holds another dopant. With twelve neighbours and random placement, the film then has 7.8×10²⁰ electrons per cm³, about a fifth of the promise. A film with 7.7 percent of dopant would have had more, 8.8×10²⁰ per cm³. Beyond a certain fraction, added dopant removes electrons, and a designer who extrapolates from dilute films may dope past that point.

These notes find that fraction, show what fixes it, and estimate how far it moves when the assumptions are relaxed.

**2. The model**

Let x be the fraction of cation sites that hold a dopant. The other cation sites hold the host cation. Let N be the number of cation sites per volume. We assume the following.

(a) Substitution is random: each site holds a dopant with probability x, independently of all other sites.

(b) Every cation site has the same number z ≥ 1 of cation neighbours. Oxygen atoms are not counted in z.

(c) A dopant is active if all its z neighbours are hosts. It then gives one free electron. Any other dopant is inactive: it neither gives an electron nor takes one.

(d) N does not change with x.

Assumption (c) is a rule about chemistry, and counting cannot justify it. One mechanism that would make a pair of neighbouring dopants inactive is an extra oxygen ion held by the two donors. The ion takes up two electrons, which are the two that the donors would have supplied. For larger groups the rule is a simplification: three donors that hold one such ion would still supply one electron.

**3. The active density**

Pick one cation site. It holds an active dopant if two things are true: the site holds a dopant, with probability x, and each of its z neighbours holds a host, with probability 1−x apiece. These statements concern z+1 different sites, so by (a) their probabilities multiply:

P(active) = x(1−x)^z.

A volume V contains M = NV sites. Give each site a number that is 1 if the site holds an active dopant and 0 if not. The number of active dopants is the sum of these M numbers. The mean of a sum is the sum of the means, so the mean count is M x(1−x)^z, and division by V gives

n(x) = N x(1−x)^z.  (1)

Two nearby sites can have neighbours in common, and so they are not active independently of each other. This does not affect (1), because the rule for the mean of a sum does not need independence. The correlations enter the fluctuations of the count. Each site is correlated with a fixed, finite number of sites around it, so the variance of the count grows in proportion to M. The relative fluctuation therefore falls as 1/√M and is negligible in a macroscopic film.

Two limits show the content of (1). For zx ≪ 1 we have (1−x)^z ≈ 1 − zx, hence

n ≈ N x(1 − zx).

The first term is simple counting, and the correction is the chance zx that some neighbour is a dopant. For x → 1 the density tends to zero as N(1−x)^z, because an active dopant then needs z hosts around it and hosts have become rare. A density that vanishes at both ends and is positive between them has a maximum.

**4. The position of the maximum**

Differentiate (1) with the product rule. The derivative of (1−x)^z is −z(1−x)^(z−1), the minus sign coming from the inner function 1−x:

dn/dx = N[(1−x)^z − z x(1−x)^(z−1)].  (2)

Take out the common factor (1−x)^(z−1):

dn/dx = N(1−x)^(z−1)[(1−x) − zx]
= N(1−x)^(z−1)[1 − (z+1)x].

For 0 < x < 1 the factor in front of the bracket is positive. The bracket is positive for x < 1/(z+1) and negative for x > 1/(z+1). The density thus rises up to this point and falls after it, so there is one maximum, at

x* = 1/(z+1).  (3)

For z = 12 this is 1/13, or 7.69 percent. For z = 8 it is 11.1 percent and for z = 6 it is 14.3 percent. The cation density N sets the height of the curve and has no influence on x*.

Result (3) can be read as follows. A site and its z neighbours form a group of z+1 sites. At the optimum the mean number of dopants in such a group is (z+1)x* = 1. The best random film has on average one dopant per group, though many groups have none and many have several.

The smallest case is easily pictured. For z = 1 the sites come in pairs, and a dopant is active if its partner is a host. Then n = N x(1−x), with its maximum at x = 1/2, where n = N/4.

**5. Gain and loss of one added dopant**

The two terms in (2) have separate meanings. Choose a site that holds a host and turn it into a dopant.

The new dopant is active if its z neighbours are hosts. The mean gain is therefore

gain = (1−x)^z.

The new dopant also silences every active dopant next to it. A given neighbour was active if it held a dopant, with probability x, and if its other z−1 neighbours were hosts, with probability (1−x)^(z−1). Its remaining neighbour is the chosen site, which is known to hold a host. There are z such neighbours, so

loss = z x(1−x)^(z−1).

The difference is the square bracket in (2). The ratio is

loss/gain = zx/(1−x).

It equals 1 when zx = 1−x, which is again x = 1/(z+1). For z = 12, gain and loss at the optimum are both 0.383 electrons per added dopant. At x = 12 percent the gain is 0.88¹² = 0.216, and the loss is larger by the factor 12 × 0.12/0.88 = 1.64, which makes 0.353. Each further dopant then costs the film on average 0.14 electrons.

**6. Height of the maximum and the active share**

At x* we have 1 − x* = z/(z+1). Insert this in (1):

n* = N · [1/(z+1)] · [z/(z+1)]^z = N z^z/(z+1)^(z+1).  (4)

The active share is the number of active dopants divided by the number of all dopants. By (1) it is n/(Nx) = (1−x)^z, and at the optimum

s* = [z/(z+1)]^z = (1 + 1/z)^(−z).

Its logarithm is −z ln(1 + 1/z). For large z, ln(1 + 1/z) ≈ 1/z, so the logarithm tends to −1 and s* tends to 1/e, or 36.8 percent. Since ln(1 + 1/z) < 1/z, the share lies above 1/e at every finite z. For z = 12 it is 38.3 percent.

With twelve neighbours, more than 60 percent of the dopants are thus inactive at the maximum. The largest active density and the best use of dopant are different aims. The share (1−x)^z falls steadily with x and is highest in the dilute limit.

**7. How sharp the maximum is**

Take the logarithm of (1), ln n = ln N + ln x + z ln(1−x), and differentiate twice:

d(ln n)/dx = 1/x − z/(1−x),
d²(ln n)/dx² = −1/x² − z/(1−x)².

At the optimum 1/x* = z+1 and 1/(1−x*) = (z+1)/z, so the second derivative is

−(z+1)² − (z+1)²/z = −(z+1)²(1 + 1/z) = −(z+1)³/z.

For a small deviation δ = x − x* this gives

n/n* ≈ 1 − (z+1)³δ²/(2z).

Set the drop equal to 5 percent of the peak, (z+1)³δ²/(2z) = 0.05. For z = 12,

δ = √(0.1 × 12/13³) = √(1.2/2197) = 0.0234.

The density should stay within 5 percent of its peak for about 2.3 percentage points on either side. Solving n(x) = 0.95 n* numerically with the full formula (1) gives the window from 5.5 to 10.3 percent. It reaches further on the high side. The reason is the third derivative of ln n at x*,

2/x*³ − 2z/(1−x*)³ = 2(z+1)³(1 − 1/z²),

which is positive for z > 1 and makes the fall slower above x* than below it.

**8. Worked example: a doped indium oxide film**

Take a film in the regime of indium oxide doped with hafnium. Two facts about this material enter. Hafnium on an indium site has one valence electron more than the host, so it can act as a single donor. The cation sites form a nearly face-centred cubic lattice, so z = 12. We use the rough round value N = 3.0×10²² cm⁻³. Rule (c) is assumed here and is not an established property of hafnium.

At the optimum the total dopant density is

N x* = 3.0×10²²/13 = 2.31×10²¹ cm⁻³.

The active density per cation site is (1/13)(12/13)¹² = 0.02944, hence

n* = 0.02944 × 3.0×10²² = 8.8×10²⁰ cm⁻³ = 8.8×10²⁶ m⁻³.

Other compositions follow from (1) in the same way:

x = 1 %: n = 2.7×10²⁰ cm⁻³, active share 89 %
x = 2 %: n = 4.7×10²⁰ cm⁻³, active share 78 %
x = 4 %: n = 7.4×10²⁰ cm⁻³, active share 61 %
x = 7.7 %: n = 8.8×10²⁰ cm⁻³, active share 38 %
x = 12 %: n = 7.8×10²⁰ cm⁻³, active share 22 %
x = 20 %: n = 4.1×10²⁰ cm⁻³, active share 7 %

At 4 percent the film already has 83 percent of the peak density, with about half the dopant. The last stretch towards the maximum is bought mainly with inactive dopants.

Are the active donors ionized at 300 K? Take an effective mass of 0.3 electron masses and a static permittivity of 9, both rough. The Bohr radius of a donor electron is that of hydrogen multiplied by permittivity and divided by mass ratio:

a = 0.0529 nm × 9/0.3 = 1.59 nm.

Mott's criterion, a rule of thumb that we take over without derivation, says that donor electrons become free of their donors near n^(1/3) a = 0.26. This gives n = (0.26/1.59 nm)³ = 4.4×10¹⁸ cm⁻³. The peak density is about 200 times larger, so thermal ionization is not needed.

The electrons are also strongly degenerate. Two spin states for each wave vector inside a sphere of radius k give n = 2(4πk³/3)/(2π)³ = k³/(3π²), so k = (3π²n)^(1/3) = 2.97 nm⁻¹. In a parabolic band the Fermi energy ħ²k²/(2m), with m the effective mass, is then 1.1 eV, against a thermal energy of 0.026 eV. A real band flattens at such energies, which lowers the 1.1 eV, but the conclusion has a wide margin.

**9. Sites with unequal numbers of neighbours**

In an amorphous film the neighbour number zᵢ varies from site to site. If dopants choose sites without regard to zᵢ, the argument of part 3 holds for each site, and

n = N x⟨(1−x)^(zᵢ)⟩,

where the brackets denote the average over sites. Set the derivative to zero:

⟨(1−x)^(zᵢ)⟩ − x⟨zᵢ(1−x)^(zᵢ−1)⟩ = 0.

Multiply by 1−x and divide by ⟨(1−x)^(zᵢ)⟩:

1 − x = x z̃, with z̃ = ⟨zᵢ(1−x)^(zᵢ)⟩/⟨(1−x)^(zᵢ)⟩.

So x = 1/(z̃+1). The form of (3) survives, with a weighted mean z̃ in place of z. The weight (1−x)^(zᵢ) favours sites with few neighbours, so z̃ lies below the plain mean ⟨z⟩, and the optimum lies somewhat above 1/(⟨z⟩+1).

To estimate the size, write (1−x)^(zᵢ) = exp[zᵢ ln(1−x)] and expand about the mean. To first order in ln(1−x),

z̃ ≈ ⟨z⟩ + σ² ln(1−x),

where σ is the standard deviation of zᵢ. As an illustration, about 11,000 sites of a face-centred cubic lattice were displaced at random, each coordinate with a standard deviation of 0.10 neighbour distances. Sites closer than 1.2 neighbour distances were counted as neighbours. This structure has ⟨z⟩ = 11.12 and σ = 1.13. With x ≈ 0.083,

z̃ ≈ 11.12 − 1.28 × 0.087 = 11.01,

and the optimum is 1/12.01, or 8.3 percent. The value 1/(⟨z⟩+1) is 8.25 percent. The spread itself thus adds less than 0.1 percentage points. The rest of the shift from 7.7 percent comes from the lower mean, and that depends on where the line between neighbours and other sites is drawn. With a limit of 1.3 neighbour distances instead of 1.2, the mean is about 12.8 and the optimum about 7.3 percent. The example therefore shows that the spread matters little, but not in which direction disorder moves the optimum.

Surfaces are a second case of the same formula. On a cube face of the lattice a surface site has 8 neighbours. For the N used here one atomic layer is 0.255 nm thick, so the two surface layers of a 50 nm film hold 2 × 0.255/50 = 1.0 percent of the sites. Maximizing the average numerically moves the optimum from 7.69 to 7.73 percent, which is negligible.

**10. Dopants that attract or repel**

If dopants interact while they can still move, assumption (a) fails. Let p be the probability that a given neighbour of a dopant is also a dopant. Random placement means p = x. Consider neighbouring sites 1 and 2. Both hold dopants with probability xp. A dopant on 1 and a host on 2 has probability x(1−p), and so has the reverse. Both hold hosts with the remaining probability 1 − 2x + xp.

Let a neighbouring dopant pair have its energy lowered by E. The quasi-chemical approximation treats neighbour pairs as independent and weights them by Boltzmann factors at temperature T:

xp(1 − 2x + xp)/[x(1−p)]² = exp(E/kT).

For E = 0 this is solved by p = x. Attraction, E > 0, makes p larger. In the same approximation the active density is N x(1−p)^z.

As an illustration choose E = 10 meV, with the arrangement frozen in at 600 K. Then kT = 52 meV and E/kT = 0.19. Solving for p and maximizing numerically gives an optimum near 6.7 percent, with a peak of 7.5×10²⁰ cm⁻³. For a repulsion of the same size the optimum is near 8.8 percent and the peak 1.04×10²¹ cm⁻³. These shifts are too large, because the approximation ignores that many neighbours of a site are also neighbours of each other.

For a weak interaction this can be corrected. Let u be 1 on a dopant and 0 on a host. At fixed composition the energy is, up to a constant, −E times the sum of (u₁−x)(u₂−x) over all neighbour pairs. To first order in E/kT, only pairs inside the group of an active dopant and its twelve hosts change its probability, since all other pairs average to zero. The 12 pairs that include the dopant contribute −x(1−x) each, and the 24 pairs among the hosts contribute x² each. Hence ln n changes by (E/kT)[−12x(1−x) + 24x²], and the maximum obeys

1/x − 12/(1−x) + (E/kT)(−12 + 72x) = 0.

This puts the optimum near 7.0 percent for the attraction and near 8.4 percent for the repulsion, a shift of about 0.7 percentage points either way. Repulsion helps because it keeps dopants apart. The value in (4) is the best for random placement only, and an ordered arrangement can exceed it. If dopants fill just the corners of the cubic cells of a face-centred cubic lattice, no two are neighbours, and a quarter of all cation sites hold active dopants.

**11. Inactive dopants that capture electrons**

Suppose each inactive dopant removes c electrons from the band. Write A = x(1−x)^z for the active density per site. The inactive density per site is x − A, and the net electron density is

n_net = N[A − c(x − A)] = N[(1+c)A − cx].

At its maximum (1+c) dA/dx = c. For c > 0 the slope of A must be positive there, so the optimum lies below 1/(z+1). With the chosen value c = 0.1 and z = 12, numerical maximization gives 6.3 percent and a net density of 7.6×10²⁰ cm⁻³. At 1/13 the net density is

8.83×10²⁰ − 0.1 × (23.1 − 8.83)×10²⁰ = 7.4×10²⁰ cm⁻³.

A background of other donors, such as hydrogen or oxygen vacancies, acts differently. If its electron density does not depend on x, it adds a constant and leaves the optimum in place.

**12. Density is not conductivity**

The conductivity is σ_c = e n μ, with mobility μ. Its slope is

dσ_c/dx = e(μ dn/dx + n dμ/dx).

At x* the first term is zero. If μ falls steadily with the total dopant fraction x, as when inactive dopants scatter electrons too, the second term is negative. Beyond x* both terms are then negative, and the conductivity peaks below x*. The condition matters. If only the ionized donors scatter, μ depends on x only through n, so dμ/dx also vanishes at x*, and a conductivity that grows with n peaks at x* itself.

For an estimate take μ = μ₀/(1 + x/h), where h is the fraction that halves the mobility. Setting the derivative of ln(nμ) to zero gives

1/x − z/(1−x) − 1/(h+x) = 0.

The first and last terms combine to h/[x(h+x)]. Multiplying out,

h(1−x) = zx(h+x), or zx² + (z+1)hx − h = 0.

With the chosen value h = 0.05 and z = 12 this is 12x² + 0.65x − 0.05 = 0, whose positive root is

x = [−0.65 + √(0.4225 + 2.4)]/24 = 0.043.

With μ₀ = 60 cm²/Vs, also chosen, the conductivity is about 3900 S/cm at 4.3 percent and 3300 S/cm at 7.7 percent. In this model, doping to the density maximum costs 15 percent of the best conductivity and uses almost twice the dopant. The size of the shift depends on h: with h = 0.2 the conductivity peaks at 6.0 percent.

**13. The model beside real films**

Electron densities of roughly 10²⁰ to 10²¹ cm⁻³ are typical of doped indium oxide electrodes, so the calculated peak lies in a realistic range. This agreement does not establish rule (c). The dopant may stop dissolving, or form a separate oxide, before x* is reached. The curve (1) then ends at the solubility limit, and the highest electron density is reached there.

For the parameters chosen here, the most sensitive input is the number of neighbours that count. In crystalline indium oxide the twelve cation neighbours fall into two groups of six at different distances. If only the nearer six could silence a dopant, (3) would give 14.3 percent. This change is larger than any of the shifts found above. Among those, for the parameters chosen, the fall of mobility matters most if the aim is conductivity. For electron density, capture moves the optimum by 1.4 percentage points and the weak interaction by about 0.7. The treatment of larger groups in rule (c) matters at least as much. Suppose that, as in the oxygen mechanism of part 2, a connected group of dopants keeps one electron when its size is odd and none when it is even. Counting on a random face-centred cubic lattice then puts the optimum between 9 and 10 percent, with a peak near 1.0×10²¹ cm⁻³. If each group held only one oxygen ion, the density would still be rising at 16 percent.

As a rule of design, 1/(z+1) is an upper guide to the useful dopant fraction when the isolation rule holds, placement is random or changed only by a weak attraction as in part 10, and dopants reduce the mobility. Repulsion between dopants, fewer effective neighbours than assumed, or groups of three or more dopants that still supply electrons, move the useful range upwards.
